\section*{Threshold and activation energy of direct CHCC Auger recombination}

\section*{The problem}

In a semiconductor with a direct gap $E_g$, two conduction electrons collide. One drops into an empty valence state, and the other takes up the released energy and stays in the conduction band. Two electrons and a hole have gone, and one energetic electron has appeared. This is the CHCC Auger process. Its rate per unit volume is written $R=Cn^2p$, where $n$ and $p$ are the electron and hole densities and $C$ is the Auger coefficient. The problem is to find how conservation of energy and momentum makes $C$ depend on temperature.

Both band edges lie at $\mathbf k=0$, and both bands are isotropic and parabolic. The electron mass is $m_c$, the heavy-hole mass is $m_v>0$, and $\mu=m_c/m_v$. The crystal momentum is conserved without a reciprocal lattice vector, and no phonon or impurity takes part. The carriers are nondegenerate, the final state is empty, and the reverse process is not counted in $R$.

The worked example takes round model parameters: $E_g=0.5$ eV, $m_c=0.05\,m_e$ and $m_v=0.5\,m_e$, with $m_e$ the free-electron mass, so that $\mu=0.1$.

\section*{(a) Conservation laws for the carriers}

\textbf{Question.} Write the two conservation laws in terms of the two initial electrons and the hole.

\textbf{Solution.} Let the electrons start at $\mathbf k_1$ and $\mathbf k_2$. One ends in the valence state $\mathbf k_v$, the other in the conduction state $\mathbf Q$. Momentum conservation reads $\mathbf k_1+\mathbf k_2=\mathbf k_v+\mathbf Q$. The hole has the wave vector $\mathbf k_h=-\mathbf k_v$, because a full band has zero total wave vector and the hole is a full band lacking $\mathbf k_v$. Hence
\begin{equation}
\mathbf Q=\mathbf k_1+\mathbf k_2+\mathbf k_h .
\end{equation}
With the zero of energy at the conduction-band edge, the valence state has energy $-E_g-\hbar^2k_v^2/2m_v$. Energy conservation is
\begin{equation}
\frac{\hbar^2k_1^2}{2m_c}+\frac{\hbar^2k_2^2}{2m_c}
=-E_g-\frac{\hbar^2k_h^2}{2m_v}+\frac{\hbar^2Q^2}{2m_c}.
\end{equation}
Moving the gap and the hole term to the left gives
\begin{equation}
E_g+K=\frac{\hbar^2Q^2}{2m_c},\qquad
K=\frac{\hbar^2(k_1^2+k_2^2)}{2m_c}+\frac{\hbar^2k_h^2}{2m_v}.
\label{energy}
\end{equation}
The final electron receives the gap energy and all the kinetic energy of the three carriers. Carriers at rest cannot react: they have $K=0$ and $Q=0$, and the two sides of (\ref{energy}) would be $E_g$ and zero. The final electron needs momentum, and the initial carriers must bring it.

\section*{(b) The least kinetic energy}

\textbf{Question.} Find the smallest $K$ that both laws allow.

\textbf{Solution.} Give the three carriers masses $m_i=(m_c,m_c,m_v)$ and velocities $\mathbf v_i=\hbar\mathbf k_i/m_i$. Their total mass is $M=2m_c+m_v$, and their centre of mass moves with $\mathbf V=\hbar\mathbf Q/M$. Put $\mathbf v_i=\mathbf V+\mathbf u_i$. Since $\sum_im_i\mathbf v_i=\hbar\mathbf Q=M\mathbf V$, it follows that $\sum_im_i\mathbf u_i=0$. The cross term in the kinetic energy therefore vanishes:
\begin{align}
K&=\tfrac12\sum_im_i(\mathbf V+\mathbf u_i)^2
=\tfrac12MV^2+\mathbf V\cdot\sum_im_i\mathbf u_i+\tfrac12\sum_im_iu_i^2\nonumber\\
&=X+Y,\qquad X=\frac{\hbar^2Q^2}{2M},\qquad Y=\tfrac12\sum_im_iu_i^2\ge0 .
\end{align}
The final energy is $\hbar^2Q^2/2m_c=(M/m_c)X$, so (\ref{energy}) becomes
\begin{equation}
E_g+X+Y=\frac{M}{m_c}X
\quad\Longrightarrow\quad
\left(\frac{M}{m_c}-1\right)X=E_g+Y .
\end{equation}
The bracket equals $(m_c+m_v)/m_c=(1+\mu)/\mu$. With $a=\mu/(1+\mu)$,
\begin{equation}
X=a(E_g+Y),\qquad K=X+Y=aE_g+(1+a)Y .
\label{constraint}
\end{equation}
The second term cannot be negative. It vanishes when all three velocities are equal, and such a state exists: choose $\mathbf V$ in any direction with $\frac12MV^2=aE_g$. The minimum is therefore
\begin{equation}
\boxed{E_a=\frac{\mu E_g}{1+\mu}}
\label{Ea}
\end{equation}
For a heavy hole, $\mu\to0$ and $E_a\to\mu E_g$: a heavy particle carries a given momentum at little cost in energy. For equal masses $E_a=E_g/2$. For a very light hole, $\mu\to\infty$ and $E_a\to E_g$. The hole then brings negligible momentum at the common velocity. Each initial electron has the wave vector $\mathbf Q/2$ and a quarter of the final energy, so the two together have half of it and $E_g+K=2K$.

The minimum can also be found without separating the centre of mass. Equation (\ref{energy}) fixes a quadratic form in nine wave-vector components, and minimizing the form $K$ on that surface is a generalized eigenvalue problem. Its numerical solution for $\mu=0.05$, $0.1$, $0.5$ and $1$ gives $K/E_g=0.047619$, $0.090909$, $0.333333$ and $0.500000$. In this test each value agreed with (\ref{Ea}) to within $10^{-10}$.

\section*{(c) The threshold state}

\textbf{Question.} Find the wave vectors and energies at the minimum, and evaluate them for the example.

\textbf{Solution.} Equal velocities mean wave vectors proportional to mass:
\begin{equation}
\mathbf k_1=\mathbf k_2=\mu\mathbf k_h,\qquad
\mathbf Q=(1+2\mu)\mathbf k_h .
\end{equation}
The kinetic energies are also proportional to mass. The hole has the fraction $m_v/M=1/(1+2\mu)$ of $E_a$, and each electron has $\mu/(1+2\mu)$. The final electron has
\begin{equation}
E_T=E_g+E_a=\frac{1+2\mu}{1+\mu}E_g .
\end{equation}
In the example,
\begin{equation}
E_a=\frac{0.1}{1.1}\times500\ \text{meV}=45.5\ \text{meV}
=7.28\times10^{-21}\ \text{J},
\end{equation}
and $E_T=545.5$ meV. The hole has $45.45/1.2=37.9$ meV and each electron $3.79$ meV. The wave numbers are $0.0705$ nm$^{-1}$ for each initial electron and $0.705$ nm$^{-1}$ for the hole. Their sum, $0.846$ nm$^{-1}$, is that of the final electron. The hole thus supplies five sixths of both the momentum and the initial kinetic energy.

\section*{(d) The coefficient as a thermal average}

\textbf{Question.} Express $C$ through an average over the thermal distribution of the carriers.

\textbf{Solution.} In a crystal of volume $\Omega$, a Coulomb matrix element between normalized Bloch states is proportional to $1/\Omega$. Write its square as $w/\Omega^2$, where $w$ includes direct and exchange terms, the spin average, and the factor $\frac12$ that prevents each electron pair from being counted twice. The golden rule gives
\begin{equation}
R=\frac1\Omega\,\frac{2\pi}{\hbar}\sum_{1,2,h}\frac{w}{\Omega^2}\,
f_1f_2f_h\,\delta\!\left(E_g+K-\frac{\hbar^2Q^2}{2m_c}\right).
\end{equation}
Momentum conservation has already fixed the final state. For nondegenerate carriers each occupation $f$ is a Maxwell--Boltzmann factor. It is normalized so that a sum over electron states gives $n\Omega$ times a thermal average, and a sum over hole states gives $p\Omega$ times one. The three sums produce $n^2p\,\Omega^3$, and the volume cancels. For constant $w$,
\begin{equation}
C=\frac{R}{n^2p}=\frac{2\pi}{\hbar}\,w\,D(T),\qquad
D=\left\langle\delta\!\left(E_g+K-\frac{\hbar^2Q^2}{2m_c}\right)\right\rangle .
\label{C}
\end{equation}
$D$ is the probability density, per unit energy, that three thermal carriers satisfy energy conservation. In a degenerate gas the occupations are no longer proportional to the densities, and $C$ itself depends on $n$ and $p$.

\section*{(e) Evaluating the average}

\textbf{Question.} Reduce $D$ to a single integral and find its form for $k_BT\ll E_g$.

\textbf{Solution.} The thermal weight is $e^{-K/k_BT}=e^{-X/k_BT}e^{-Y/k_BT}$. The change from the three wave vectors to $\mathbf Q$ and six relative components is linear, so its Jacobian is constant, and $X$ and $Y$ are independent. $X$ is a positive quadratic form in three components, which gives a density of states proportional to $X^{1/2}$. $Y$ is one in six components, which gives $Y^2$. The normalized distributions are
\begin{equation}
p_X(X)=\frac{2}{\sqrt\pi}\frac{X^{1/2}}{(k_BT)^{3/2}}e^{-X/k_BT},\qquad
p_Y(Y)=\frac{Y^2}{2(k_BT)^3}e^{-Y/k_BT}.
\end{equation}
From part (b), the argument of the delta function is $E_g+Y-X/a$, and $\delta(E_g+Y-X/a)=a\,\delta(X-a(E_g+Y))$. Integration over $X$ leaves
\begin{align}
D&=a\int_0^\infty p_Y(Y)\,p_X\big(a(E_g+Y)\big)\,dY\nonumber\\
&=\frac{a^{3/2}e^{-aE_g/k_BT}}{\sqrt\pi\,(k_BT)^{9/2}}
\int_0^\infty Y^2(E_g+Y)^{1/2}e^{-(1+a)Y/k_BT}\,dY .
\label{D}
\end{align}
The exponential in the integral restricts $Y$ to a few $k_BT$. For $k_BT\ll E_g$ the square root may be replaced by $E_g^{1/2}$, and the remaining integral is $2[k_BT/(1+a)]^3$. Thus
\begin{equation}
D\simeq\frac{2}{\sqrt\pi}\,
\frac{a^{3/2}E_g^{1/2}}{(1+a)^3(k_BT)^{3/2}}\,e^{-E_a/k_BT}.
\label{Dlow}
\end{equation}
The next term follows from $(1+Y/E_g)^{1/2}\simeq1+Y/2E_g$. With the weight $Y^2e^{-(1+a)Y/k_BT}$ the mean of $Y$ is $3k_BT/(1+a)$, so (\ref{Dlow}) is multiplied by $1+3k_BT/[2(1+a)E_g]$.

At 300 K, $k_BT=25.85$ meV and $e^{-E_a/k_BT}=0.172$. The factor in front of the exponential in (\ref{Dlow}) is $4.05$ eV$^{-1}$, so $D\simeq4.05\times0.172=0.70$ eV$^{-1}$. The full integral (\ref{D}) gives $0.746$ eV$^{-1}$, larger by 6.8\% of the low-temperature value. The correction just derived predicts 7.1\%.

The reduction to one integral was tested by drawing two million triples of Maxwellian wave vectors and counting those that conserve energy within a window 50 meV wide. The sampled $D$ was $0.355$, $0.744$ and $0.672$ eV$^{-1}$ at 150, 300 and 600 K, against $0.352$, $0.746$ and $0.673$ eV$^{-1}$ from (\ref{D}). The tolerance was 4\%, to cover sampling noise and the finite window.

\section*{(f) Exponent and measured slope}

\textbf{Question.} In what sense is $E_a$ the activation energy of $C$? What changes if the matrix element vanishes at threshold?

\textbf{Solution.} Equation (\ref{Dlow}) gives $-k_BT\ln D=E_a+\mathcal O(k_BT\ln T)$, where the remainder tends to zero with $T$. Thus $E_a$ is the exponent of the coefficient at low temperature.

The matrix element may vanish at threshold for a reason of symmetry. In a spherical band model the wave vectors at threshold are all parallel, and angular momentum about their common axis labels the states. Conduction states have projection $\pm\frac12$ and heavy-hole states $\pm\frac32$, so their overlap is zero. This relies on the spherical symmetry: in a cubic crystal with a warped valence band the overlap at threshold need not vanish for a general direction. If the amplitude grows linearly with the small transverse wave vectors, its square grows as the square of the relative velocities, that is, like $Y$. A simple model that omits the dependence on angle replaces $w$ by $w(Y/E_g)^s$, with $s=0$ for a constant and $s=1$ for this case.

The integral in (\ref{D}) then contains $Y^{2+s}$. At low temperature it is proportional to $(k_BT)^{3+s}$, and with the factor $(k_BT)^{-9/2}$ in front,
\begin{equation}
C\propto T^{\,s-3/2}\,e^{-E_a/k_BT}.
\end{equation}
The power of $T$ changes but the exponent does not. The local slope of an Arrhenius plot follows with $\beta=1/k_BT$ and $\ln C=\text{const}+(\tfrac32-s)\ln\beta-\beta E_a$:
\begin{equation}
E_{\rm slope}=-\frac{d\ln C}{d\beta}=E_a-\left(\tfrac32-s\right)k_BT .
\label{slope}
\end{equation}
At 20 K this gives $42.87$ meV for $s=0$ and $44.59$ meV for $s=1$. Differentiating the full integral gives $42.88$ and $44.60$ meV, within the test tolerance of $0.02$ meV.

At 300 K the difference between exponent and slope is large. For $s=0$, (\ref{slope}) gives $45.5-38.8=6.7$ meV, and the full integral gives $8.3$ meV. For $s=1$ the full integral gives $34.6$ meV. An Arrhenius fit near room temperature would therefore not return $E_a$ in this example, because $k_BT$ is not small compared with $E_a$. These slopes, and the position of the maximum below, assume that $w$ has no dependence on the wave vectors other than $(Y/E_g)^s$. The Coulomb factor $1/q^4$ of the direct term, with $\mathbf q=\mathbf k_1+\mathbf k_h$, is finite at threshold and leaves the low-temperature power of $T$ unchanged. It varies over the thermal distribution, however, and by itself lowers the slopes at 300 K by a few meV and moves the maximum to a lower temperature. The slopes are also for a fixed gap. In a real semiconductor $E_g$ varies with temperature, which changes the measured slope further.

For $s=0$ the slope even changes sign. Setting (\ref{slope}) to zero gives $k_BT=2E_a/3$, or 352 K, while the full integral has its maximum at 370 K. The shift is upward because the correction factor of part (e) grows with $T$ and so adds a positive term to the slope. Above the maximum, the spreading of the thermal distribution, expressed by $T^{-3/2}$, outweighs the gain in the exponential.

\section*{(g) The rate in equilibrium}

\textbf{Question.} Which energy governs the recombination rate in thermal equilibrium, at fixed electron density $n_0$?

\textbf{Solution.} In equilibrium $n_0p_0=n_i^2$, with $n_i$ the intrinsic density, so
\begin{equation}
R_0=Cn_0^2p_0=n_0\,n_i^2\,C .
\end{equation}
For nondegenerate carriers $n_i^2\propto T^3e^{-E_g/k_BT}$. The exponentials combine into
\begin{equation}
e^{-E_g/k_BT}\,e^{-E_a/k_BT}=e^{-E_T/k_BT}.
\end{equation}
This is the Boltzmann factor of a conduction electron at the energy $E_T$. The reverse process is impact ionization, in which one fast electron creates an electron--hole pair, and in equilibrium the two rates are equal. Impact ionization needs an electron of at least $E_T$, and $e^{-E_T/k_BT}$ is the exponential factor in the number of such electrons. The energies $E_a$ and $E_T$ thus describe the same threshold: $E_a$ belongs to $C$, with the densities divided out, and $E_T$ to the equilibrium rate at fixed $n_0$. In an intrinsic sample $n_0=n_i$ adds a further factor $e^{-E_g/2k_BT}$.

\section*{(h) When the conduction band is not parabolic}

\textbf{Question.} The final electron lies more than $E_g$ above the band edge. Find the threshold if the conduction band obeys $E(1+E/E_g)=\hbar^2k^2/2m_c$ and the hole band stays parabolic.

\textbf{Solution.} Let $E_c(k)$ be the new conduction energy, and minimize $K=E_c(k_1)+E_c(k_2)+\hbar^2k_h^2/2m_v$ subject to $F=E_c(Q)-E_g-K=0$. The gradient of a carrier's energy with respect to its wave vector is $\hbar$ times its velocity. With a Lagrange multiplier $\lambda$, the condition $\nabla_iK=\lambda\nabla_iF$ reads
\begin{equation}
\mathbf v_i=\lambda(\mathbf v_Q-\mathbf v_i)
\quad\Longrightarrow\quad
\mathbf v_i=\frac{\lambda}{1+\lambda}\,\mathbf v_Q .
\end{equation}
The three initial velocities are again equal. Call their magnitude $u$. Solving the band equation for the energy and differentiating gives
\begin{equation}
E_c=\frac{E_g}{2}\left[\sqrt{1+\frac{2\hbar^2k^2}{m_cE_g}}-1\right],\qquad
v=\frac{\hbar k/m_c}{\sqrt{1+2\hbar^2k^2/m_cE_g}} .
\end{equation}
Squaring the second relation and solving for $k$ gives the electron wave number at velocity $u$:
\begin{equation}
\hbar k=\frac{m_cu}{\sqrt{1-2m_cu^2/E_g}},\qquad \hbar Q=2\hbar k+m_vu .
\end{equation}
The condition $F=0$ is now one equation for $u$. Along this family $dK=u\hbar\,dQ$, so $dF=(v_Q-u)\hbar\,dQ$. This is positive, because $Q>k$ and the velocity rises with wave number. Hence there is at most one root.

For the example the root gives $K=113.5$ meV, which is $2.50$ times the parabolic $E_a$. A direct constrained minimization over all nine wave-vector components agreed with it to within $10^{-5}E_g$. The rise comes from the momentum demanded by the final electron. Its energy is $613.5$ meV, or $1.227E_g$, so $\hbar^2Q^2/2m_c=1.227\times2.227\,E_g=2.73E_g$, against $1.09E_g$ in the parabolic case. At 300 K the added $68$ meV changes the exponential factor by $e^{-68.0/25.85}\simeq0.07$. This is not the ratio of the two coefficients, because the nonparabolic band also changes the prefactor and $k_BT$ is not small compared with the thresholds. That ratio requires the full thermal average with the new band.

The example resembles a direct-gap III--V alloy for the near or middle infrared. Its electron mass is somewhat heavy for the gap, since roughly $0.03\,m_e$ is more typical, and the hole mass is of the usual size. Such materials have nonparabolic conduction bands, so (\ref{Ea}) should be read there as the parabolic reference, which in the present model is too low by a factor of 2.5. Real devices may also have Auger channels that involve other valence bands, or a phonon that relaxes the momentum condition. These have other thresholds or a weaker one, and a measured total coefficient need not follow the exponent derived here. Under strong injection, as in a laser, the carriers can become degenerate, and the average of part (d) no longer applies. The main calculated values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Gap Eg = 0.500 eV; mc = 0.050 me; mv = 0.500 me; mu = 0.100
Threshold K/Eg: diagonalization and formula (dimensionless)
  mu = 0.05: 0.047619  0.047619
  mu = 0.10: 0.090909  0.090909
  mu = 0.50: 0.333333  0.333333
  mu = 1.00: 0.500000  0.500000
Activation energy Ea = 45.455 meV = 7.2826e-21 J
Final-electron energy ET = 545.455 meV
Each initial electron energy = 3.7879 meV
Initial hole energy = 37.8788 meV
Wave number of each initial electron = 0.07051 1/nm
Wave number of hole = 0.70505 1/nm
Wave number of final electron = 0.84606 1/nm
D(T) in 1/eV: sampling, integral, low-temperature formula
  T = 150 K: 0.3547  0.3523  0.3405
  T = 300 K: 0.7444  0.7460  0.6985
  T = 600 K: 0.6717  0.6728  0.5948
Local slope at 20 K in meV: integral and Ea-(3/2-s)kT
  s = 0: 42.877  42.869
  s = 1: 44.604  44.593
Thermal energy kT at 300 K = 25.852 meV
Boltzmann factor exp(-Ea/kT) at 300 K = 0.17234
Local slope at 300 K, s = 0: 8.258 meV
Local slope at 300 K, s = 1: 34.556 meV
Temperature of maximum D, s = 0: 369.7 K
Leading estimate 2Ea/(3k) of that temperature: 351.7 K
Nonparabolic threshold K = 113.48 meV
Nonparabolic / parabolic threshold = 2.497
\end{verbatim}
